# Spin-Spin Interaction of Two Electrons and Its Contact Term

**Setting.** Two electrons sit at $\mathbf r_1$ and $\mathbf r_2$, with $\mathbf r=\mathbf r_1-\mathbf r_2$, $r=|\mathbf r|$, $\mathbf n=\mathbf r/r$. Hartree atomic units with Gaussian electromagnetism are used: $\hbar=m_e=e=1$, $c=1/\alpha$, electron charge $-1$, spin $\mathbf s=\boldsymbol\sigma/2$. Repeated indices are summed. The problem is to find the interaction between the two spins to order $\alpha^2$, with the magnetic field treated as static (no retardation), including its behaviour at $r=0$.

### (a) The spin moment

*From the Dirac equation in a vector potential $\mathbf A$, find the leading coupling of the spin to $\mathbf B=\nabla\times\mathbf A$.*

**Solution.** With $\boldsymbol\pi=\mathbf p+\alpha\mathbf A$, potential energy $V$ and energy $E$ counted from the rest energy, the large and small components obey
$$c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi=(E-V)\varphi,\qquad c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi=(2c^2+E-V)\chi .$$
For $|E-V|\ll c^2$ the second gives $\chi=\tfrac{\alpha}{2}\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi$, and the first becomes $[\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)^2+V]\varphi=E\varphi$. The rule $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)$. In the cross product $\mathbf p\times\mathbf p$ and $\mathbf A\times\mathbf A$ vanish. The product rule gives $\mathbf p\times(\mathbf A\varphi)=-i\mathbf B\varphi-\mathbf A\times\mathbf p\varphi$, whose last term cancels the other mixed term $\mathbf A\times\mathbf p\varphi$. Thus $\boldsymbol\pi\times\boldsymbol\pi=-i\alpha\mathbf B$ and
$$H_Z=\tfrac{\alpha}{2}\boldsymbol\sigma\cdot\mathbf B=\alpha\,\mathbf s\cdot\mathbf B=-\mathbf m\cdot\mathbf B,\qquad \mathbf m=-\alpha\,\mathbf s .$$
This is the moment for $g=2$. The measured $g$ multiplies each moment by $g/2$, and so multiplies an interaction between two moments by $(g/2)^2=1.002321$.

### (b) The interaction through the static field

*Find the current that belongs to a spin, eliminate the field, and express the field of spin 1 through derivatives of $1/r$.*

**Solution.** Describe a moment by a magnetization $\mathbf M(\mathbf x)$, so that $H_Z=-\int\mathbf M\cdot(\nabla\times\mathbf A)\,d^3x$. The identity $\nabla\cdot(\mathbf A\times\mathbf M)=\mathbf M\cdot\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\mathbf M$ integrates to zero for localized $\mathbf M$, so
$$H_Z=-\frac1c\int\mathbf j\cdot\mathbf A\,d^3x,\qquad \mathbf j=c\,\nabla\times\mathbf M,\qquad\nabla\cdot\mathbf j=0 .$$
The energy of the spins and the static field is $W=\int[B^2/8\pi-\mathbf j\cdot\mathbf A/c]\,d^3x$. By the same identity $\delta\!\int B^2/8\pi=\int\delta\mathbf A\cdot(\nabla\times\mathbf B)/4\pi$, so $W$ is stationary when $\nabla\times\mathbf B=4\pi\mathbf j/c$. At that point $\int B^2/8\pi=\int\mathbf A\cdot(\nabla\times\mathbf B)/8\pi=\int\mathbf j\cdot\mathbf A/2c$, and $W=-\int\mathbf j\cdot\mathbf A/2c$.

In the gauge $\nabla\cdot\mathbf A=0$ the field equation reads $\nabla^2\mathbf A=-4\pi\mathbf j/c$. Using $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$, which part (c) proves independently,
$$\mathbf A(\mathbf x)=\int\frac{(\nabla\times\mathbf M)(\mathbf x-\mathbf y)}{|\mathbf y|}d^3y=\nabla\times\int\frac{\mathbf M(\mathbf x-\mathbf y)}{|\mathbf y|}d^3y .$$
This is a curl, so the gauge condition holds. With $\mathbf j=\mathbf j_1+\mathbf j_2$, the self terms of $W$ do not depend on $\mathbf r$ and are dropped. The two cross terms are equal because the kernel $1/|\mathbf x-\mathbf x'|$ is symmetric, and together they cancel the factor $\tfrac12$:
$$H_{ss}=-\frac1c\int\mathbf j_2\cdot\mathbf A_1\,d^3x=-\int\mathbf M_2\cdot\mathbf B_1\,d^3x .$$
The pair is therefore counted once. For a point moment at the origin, $\mathbf A_1=\nabla\times(\mathbf m/r)=\nabla(1/r)\times\mathbf m=\mathbf m\times\mathbf r/r^3$. The identity $\nabla\times\nabla\times=\nabla\,\nabla\!\cdot-\nabla^2$ then gives
$$B_i=m_j\,\partial_i\partial_j\frac1r-m_i\nabla^2\frac1r .\tag{1}$$

### (c) The second derivative of $1/r$

*Show that $\partial_i\partial_j(1/r)$ is not an integrable function at the origin, give it a meaning, and evaluate it.*

**Solution.** For $r\neq0$, $\partial_ir=n_i$ gives $\partial_i(1/r)=-x_i/r^3$ and
$$\partial_i\partial_j\frac1r=\frac{3x_ix_j}{r^5}-\frac{\delta_{ij}}{r^3}=\frac{3n_in_j-\delta_{ij}}{r^3}\equiv T_{ij}.$$
The integral of $|T_{ij}|$ near the origin behaves as $\int dr/r$ and diverges, so $\int T_{ij}f\,d^3r$ has no meaning until a rule is added. The physics supplies the rule. If moment 2 is spread with a smooth, decaying density $f$, so that $\mathbf M_2=\mathbf m_2f$, the energy $-\int\mathbf A_1\cdot\nabla\times(\mathbf m_2f)$ converges absolutely, since $A_1\sim r^{-2}$: the derivative acts on $f$. Moving the remaining derivative onto $f$ as well (its surface term is shown below to vanish) leads to the definition
$$\Big\langle\partial_i\partial_j\frac1r,f\Big\rangle=\int\frac1r\,\partial_i\partial_jf\,d^3r .$$
To evaluate it, remove a cavity of size $\varepsilon$ and fixed shape around the origin, with unit normal $\mathbf N$ pointing out of the cavity. The removed part is $O(\varepsilon^2)$. The outer region $\Omega$ has outward normal $-\mathbf N$ on the cavity wall. One integration by parts gives
$$\int_\Omega\frac1r\partial_i\partial_jf=-\oint\frac{N_i}{r}\,\partial_jf\,dS-\int_\Omega\partial_i\frac1r\;\partial_jf .$$
The surface term is an area $\sim\varepsilon^2$ times $1/\varepsilon$ and vanishes. The second integration gives
$$-\int_\Omega\partial_i\frac1r\;\partial_jf=\oint N_j\,\partial_i\frac1r\,f\,dS+\int_\Omega T_{ij}f=-\oint\frac{N_jx_i}{r^3}f\,dS+\int_\Omega T_{ij}f .$$
Here the area $\varepsilon^2$ meets $x_i/r^3\sim\varepsilon^{-2}$, and the surface term survives. Replacing $f$ by $f(0)$ costs $O(\varepsilon)$, so
$$\Big\langle\partial_i\partial_j\frac1r,f\Big\rangle=\lim_{\varepsilon\to0}\int_\Omega T_{ij}f\,d^3r-4\pi L_{ij}f(0),\qquad 4\pi L_{ij}=\oint\frac{N_jx_i}{r^3}dS.\tag{2}$$
For a sphere $\mathbf N=\mathbf n$ and $4\pi L_{ij}=\oint n_in_j\,d\Omega$. The off-diagonal elements vanish under the reflection $x_i\to-x_i$, the three diagonal ones are equal by symmetry, and they add up to $\oint n^2d\Omega=4\pi$. Hence $L_{ij}=\delta_{ij}/3$, and with $\mathrm P$ denoting exclusion of a vanishing sphere,
$$\partial_i\partial_j\frac1r=\mathrm P\,T_{ij}-\frac{4\pi}{3}\delta_{ij}\,\delta^3(\mathbf r).\tag{3}$$
The $\mathrm P$ integral converges: $\oint(3n_in_j-\delta_{ij})d\Omega=0$ allows $f$ to be replaced by $f-f(0)$ near the origin, and $|f-f(0)|\le Cr$ leaves the integrable $r^{-2}$. A density with a cusp at $r=0$ satisfies this condition. Since $T_{ii}=0$, the trace of (3) is $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$.

The program tests (3) by quadrature of both sides on an anisotropic, off-centre Gaussian with $f(0)=0.548263$. For $zz$ the definition gives $-2.025296$, and (3) gives $0.271263-4.188790\times0.548263=-2.025296$. For $xy$ there is no delta term, and both sides give $-0.848089$.

### (d) The shape of the cavity

*Does the coefficient of the delta function depend on the cavity? Examine a spheroid with semi-axes $\varepsilon,\varepsilon,\kappa\varepsilon$.*

**Solution.** The left side of (2) makes no reference to a cavity, so the sum on the right is independent of the shape while its two terms need not be. The trace is fixed: $\mathbf N\cdot\mathbf r\,dS/r^3$ is the element of solid angle, so $L_{ii}=1$. Parametrize the wall by $\rho=\varepsilon\sin\theta$, $z=\kappa\varepsilon\cos\theta$. The product $N_z\,dS$ is the signed area projected on the $xy$ plane, $\rho\,d\rho\,d\phi=\varepsilon^2\sin\theta\cos\theta\,d\theta\,d\phi$. With $u=\cos\theta$ and $r^2=\varepsilon^2(1-u^2+\kappa^2u^2)$,
$$L_{zz}=\frac12\int_{-1}^1\frac{\kappa u^2\,du}{(1-u^2+\kappa^2u^2)^{3/2}},$$
which is $1/3$ for $\kappa=1$ and $0.17356$ for $\kappa=2$. For the same $f$ the integral outside the $\kappa=2$ cavity is $-0.8295$, in place of $0.2713$ for the sphere, and $-0.8295-4\pi(0.17356)(0.548263)=-2.0253$ restores the value of the definition. The coefficient of the delta function thus depends on the shape of the cavity. It is $4\pi/3$ for the spherical exclusion, which is used from here on.

### (e) The spin-spin operator

*Find the field of a point moment and $H_{ss}$. Compare with a dipole built from charges.*

**Solution.** Inserting (3) and its trace into (1),
$$B_i=\mathrm P\,T_{ij}m_j+\Big(-\frac{4\pi}{3}+4\pi\Big)m_i\,\delta^3(\mathbf r)=\mathrm P\,T_{ij}m_j+\frac{8\pi}{3}m_i\,\delta^3(\mathbf r).$$
Both terms are even in $\mathbf r$, so the direction chosen for $\mathbf r$ does not matter. In $H_{ss}=-\mathbf m_2\cdot\mathbf B_1$ the product of moments is $m_{1i}m_{2j}=\alpha^2s_{1i}s_{2j}$, the two minus signs cancelling, and spin operators of different electrons commute, so no ordering question arises:
$$H_{ss}=\alpha^2\,\mathrm P\,\frac{\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)}{r^3}-\frac{8\pi}{3}\alpha^2\,\mathbf s_1\cdot\mathbf s_2\,\delta^3(\mathbf r).\tag{4}$$
The delta term of (3) does not give the contact coefficient by itself. A dipole $\mathbf p$ made of charges has potential $-\nabla\cdot(\mathbf p/r)$ and field $E_i=p_j\partial_i\partial_j(1/r)=\mathrm P\,T_{ij}p_j-\tfrac{4\pi}{3}p_i\delta^3$. The two fields agree for $r\ne0$ and differ by $4\pi\delta^3$ times the moment: at the source the field of the current dipole points along the moment and that of the charge dipole against it. Part (a) shows that the spin couples to $\nabla\times\mathbf A$, which selects the current dipole. Biot–Savart and Coulomb quadrature for a magnetization and a polarization proportional to $f$, which involve first derivatives of $f$ alone, give the coefficients $8.377580$ and $-4.188790$ and are tested against $8\pi/3$ and $-4\pi/3$.

The approximation for $\chi$ in (a) holds for momenta small against $c$, that is for lengths large against $\alpha$ bohr. The delta function and the $r^{-3}$ growth describe the interaction as seen by wave functions that vary slowly on that scale. Equation (4) is therefore an operator for first-order perturbation theory at order $\alpha^2$, and not a potential to be solved at short distance.

### (f) The same operator from the Breit interaction

*Take as given the Breit operator $H_B=-\alpha^{\rm D}_{1i}K_{ij}\alpha^{\rm D}_{2j}$ with Dirac matrices $\boldsymbol\alpha^{\rm D}$ and $K_{ij}=(\delta_{ij}+n_in_j)/2r$. Extract its spin-spin part.*

**Solution.** Let $\tilde g(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}g\,d^3r$, so that $\partial_i\to iq_i$. The trace of (3) gives $1/r\to4\pi/q^2$. Differentiating $\partial_jr=x_j/r$ gives $g_{ij}\equiv\partial_i\partial_jr=(\delta_{ij}-n_in_j)/r$, so $K_{ij}=\delta_{ij}/r-\tfrac12g_{ij}$, and the trace is $\nabla^2r=2/r$. Then $\nabla^2g_{ij}=2\partial_i\partial_j(1/r)$ transforms to $-q^2\tilde g_{ij}=-8\pi q_iq_j/q^2$. A solution of Laplace's equation cannot be added, because $g_{ij}$ decays at infinity. With $\hat{\mathbf q}=\mathbf q/q$,
$$\tilde K_{ij}=\frac{4\pi}{q^2}\,(\delta_{ij}-\hat q_i\hat q_j).$$
For a free electron (a) gives the small component $\tfrac\alpha2\boldsymbol\sigma\cdot\mathbf p$ times the large one. The matrix $\alpha^{\rm D}_i$ has $\sigma_i$ in its off-diagonal blocks, so between $\mathbf p$ and $\mathbf p'=\mathbf p+\mathbf q$ it becomes $\tfrac\alpha2[\sigma_i\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p'\,\sigma_i]$. The product rule for Pauli matrices gives $\sigma_i\sigma_jp_j=p_i+i\epsilon_{ijk}p_j\sigma_k=p_i-i(\boldsymbol\sigma\times\mathbf p)_i$ and $\sigma_j\sigma_ip'_j=p'_i+i\epsilon_{jik}p'_j\sigma_k=p'_i+i(\boldsymbol\sigma\times\mathbf p')_i$. The sum is
$$\boldsymbol\alpha^{\rm D}\to\tfrac\alpha2(\mathbf p+\mathbf p')+i\alpha\,\mathbf s\times\mathbf q .$$
Since $K$ depends on $\mathbf r_1-\mathbf r_2$, electron 2 receives $-\mathbf q$ and the matrix element carries $\tilde K(\mathbf q)$. The term containing both spins has the factor $-(i\alpha)(-i\alpha)=-\alpha^2$. Both spin vertices are perpendicular to $\mathbf q$, so the $\hat q_i\hat q_j$ part of $\tilde K$ drops out. With $(\mathbf s_1\times\mathbf q)\cdot(\mathbf s_2\times\mathbf q)=q^2\,\mathbf s_1\cdot\mathbf s_2-(\mathbf s_1\cdot\mathbf q)(\mathbf s_2\cdot\mathbf q)$,
$$\tilde H_{ss}=-4\pi\alpha^2(\delta_{ij}-\hat q_i\hat q_j)s_{1i}s_{2j}.$$
This is the transform of $-\mathbf m_2\cdot\mathbf B_1$ with (1), in which $\partial_i\partial_j(1/r)\to-4\pi\hat q_i\hat q_j$ and $-\nabla^2(1/r)\to4\pi$. Splitting $\delta_{ij}-\hat q_i\hat q_j=\tfrac23\delta_{ij}-(\hat q_i\hat q_j-\tfrac13\delta_{ij})$ isolates the constant $-\tfrac{8\pi}{3}\alpha^2\mathbf s_1\cdot\mathbf s_2$, the transform of the contact term; by (3) the traceless rest is the transform of the $\mathrm P$ term. The program tests this with normalized free Dirac spinors that are not expanded in $\alpha$. For one set of momenta of order unity the largest deviation of a matrix element is $5.1\times10^{-5}$ relative to $\pi\alpha^2$, the size of a $(p/c)^2$ correction.

### (g) Singlets and triplets

*Let the state be a spatial function $\Psi(\mathbf r_1,\mathbf r_2)$ times a spin function. Which term of (4) acts in which spin state? Treat a triplet with axial symmetry.*

**Solution.** The change to $\mathbf X=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r$ has unit Jacobian, so (4) is averaged over $\rho(\mathbf r)=\int|\Psi(\mathbf X+\mathbf r/2,\mathbf X-\mathbf r/2)|^2d^3X$, and $\langle\delta^3\rangle=\rho(0)$. From $\mathbf S=\mathbf s_1+\mathbf s_2$, $\mathbf s_1\cdot\mathbf s_2=\tfrac12[S(S+1)-\tfrac32]$, which is $-\tfrac34$ for the singlet and $+\tfrac14$ for the triplet.

On the singlet $\mathbf s_2=-\mathbf s_1$, because $\mathbf S$ annihilates it. Then $s_{1i}s_{2j}\to-s_{1i}s_{1j}=-\tfrac14\delta_{ij}-\tfrac i2\epsilon_{ijk}s_{1k}$, and contraction with the symmetric, traceless $T_{ij}$ gives zero. The tensor term annihilates the singlet, however anisotropic $\rho$ is. A triplet has antisymmetric $\Psi$, so $\Psi(\mathbf r_1,\mathbf r_1)=0$ and $\rho(0)=0$. The contact term thus acts in singlets alone, where
$$E_{\rm c}=-\tfrac{8\pi}{3}\alpha^2\left(-\tfrac34\right)\rho(0)=2\pi\alpha^2\rho(0)\ge0 .$$
For $\rho$ symmetric about $z$, the averaged traceless tensor is $\mathrm{diag}(-t/2,-t/2,t)$ with $t=\langle\mathrm P\,T_{zz}\rangle$. Writing $s_{1x}s_{2x}+s_{1y}s_{2y}=\mathbf s_1\cdot\mathbf s_2-s_{1z}s_{2z}$,
$$-\alpha^2\langle T_{ij}\rangle s_{1i}s_{2j}=-\tfrac12\alpha^2t\,(3s_{1z}s_{2z}-\mathbf s_1\cdot\mathbf s_2).$$
With $s_{1z}s_{2z}=\tfrac12S_z^2-\tfrac14$ and $\mathbf s_1\cdot\mathbf s_2=\tfrac14$ the bracket is $\tfrac32S_z^2-1$, so
$$H=D\left(S_z^2-\tfrac23\right),\qquad D=-\tfrac34\alpha^2t .$$
For two point spins a distance $R$ apart on the axis, $t=2/R^3$ and $D=-3\alpha^2/2R^3$. In units of $\alpha^2/R^3$ the levels are then $-\tfrac12$ (twice), $+1$ and, for the singlet, $0$, as diagonalization confirms. Moments aligned head to tail along the axis ($M=\pm1$) lie lowest.

### (h) The helium ground state

*Estimate $E_{\rm c}$ with $\Psi=\phi(r_1)\phi(r_2)$, $\phi=(\zeta^3/\pi)^{1/2}e^{-\zeta r}$ and variational $\zeta$, and compare with Hartree–Fock and full configuration interaction (FCI).*

**Solution.** All integrals follow from $\int_0^\infty r^ke^{-ar}dr=k!/a^{k+1}$. Per electron, $\tfrac12\int|\nabla\phi|^2=\tfrac12\zeta^2$ because $\phi'=-\zeta\phi$, and $\langle1/r\rangle=4\zeta^3/(2\zeta)^2=\zeta$. In the repulsion the angular average of $1/r_{12}$ is $1/r_>$ (the potential of a uniform spherical shell), so $J=2\int4\zeta^3re^{-2\zeta r}Q(r)\,dr$ with the enclosed charge $Q=1-e^{-2\zeta r}(1+2\zeta r+2\zeta^2r^2)$. This gives $J=8\zeta[\tfrac14-\tfrac1{16}-\tfrac1{16}-\tfrac3{64}]=\tfrac58\zeta$. For nuclear charge 2, $E=\zeta^2-4\zeta+\tfrac58\zeta=\zeta^2-\tfrac{27}8\zeta$, with its minimum $-2.847656$ hartree at $\zeta=27/16=1.6875$ bohr$^{-1}$. Then
$$\rho(0)=\int\phi^4d^3r=\frac{\zeta^6}{\pi^2}\,4\pi\,\frac{2}{(4\zeta)^3}=\frac{\zeta^3}{8\pi}=\frac{4.80542}{8\pi}=0.19120\ \text{bohr}^{-3},$$
$$E_{\rm c}=2\pi(5.325135\times10^{-5})(0.19120)=6.397\times10^{-5}\ \text{hartree}=14.04\ \text{cm}^{-1}.$$
The basis-set calculations give:

| Level | $\rho(0)$ / bohr$^{-3}$ | $E_{\rm c}$ / hartree |
|---|---|---|
| HF/cc-pVTZ | 0.19056 | $6.376\times10^{-5}$ |
| HF/cc-pVQZ | 0.19059 | $6.377\times10^{-5}$ |
| FCI/cc-pVTZ | 0.13201 | $4.417\times10^{-5}$ |
| FCI/cc-pVQZ | 0.12465 | $4.171\times10^{-5}$ |

The Hartree–Fock value is stable between the two bases and close to the Slater estimate. In each basis FCI, which differs from Hartree–Fock by including correlation, lowers $\rho(0)$, in cc-pVQZ by roughly a third of the Hartree–Fock value, to a shift of $9.2$ cm$^{-1}$ against $14.0$ cm$^{-1}$. The FCI value is still falling from one basis to the next and is not the converged result: cc-pV5Z gives $0.1206$ bohr$^{-3}$ ($8.9$ cm$^{-1}$), and wave functions containing $r=|\mathbf r_1-\mathbf r_2|$ explicitly give about $0.106$ bohr$^{-3}$ (about $7.8$ cm$^{-1}$). The cc-pVQZ value is thus about 17% too high, and the full lowering by correlation is about 44% of the Hartree–Fock value. The exact $\Psi$ has a cusp at $r=0$, which finite sums of smooth orbital products represent poorly, so $\rho(0)$ converges slowly with the basis. The shift is one of several terms of order $\alpha^2$ in the energy, not the whole relativistic correction.

### (i) A model pair at finite separation

*Two electrons occupy $a,b\propto e^{-\beta|\mathbf x\mp\mathbf R/2|^2}$ with $\beta=0.25$ bohr$^{-2}$ and $R=4$ bohr along $z$. Find $D$ for the triplet and $E_{\rm c}$ for the singlet.*

**Solution.** With $\mathbf r_{1,2}=\mathbf X\pm\mathbf r/2$, $|\mathbf r_1-\tfrac{\mathbf R}2|^2+|\mathbf r_2+\tfrac{\mathbf R}2|^2=2X^2+\tfrac12|\mathbf r-\mathbf R|^2$, since the cross terms cancel. Hence $a(1)b(2)\pm b(1)a(2)\propto e^{-2\beta X^2}[e^{-\beta|\mathbf r-\mathbf R|^2/2}\pm e^{-\beta|\mathbf r+\mathbf R|^2/2}]$. On squaring, the mixed term has the exponent $-\beta(r^2+R^2)$. With the normalized $G(\mathbf r)=(\beta/\pi)^{3/2}e^{-\beta r^2}$ and $w=e^{-\beta R^2}=0.018316$,
$$\rho_\pm(\mathbf r)=\frac{G(\mathbf r-\mathbf R)+G(\mathbf r+\mathbf R)\pm2wG(\mathbf r)}{2(1\pm w)} .$$
Let $\Phi(R)=\int G(\mathbf r-\mathbf R)\,d^3r/r$. By the trace of (3), $\nabla_R^2\Phi=-4\pi G(R)$. The function $\operatorname{erf}(\sqrt\beta R)/R$ satisfies this, because $(R\Phi)''/R=-4\beta^{3/2}\pi^{-1/2}e^{-\beta R^2}$, and it is regular at the origin and decays, so it is $\Phi$. Two derivatives of $G(\mathbf r-\mathbf R)$ with respect to $z$ equal two with respect to $R_z$, so $\langle\partial_z^2(1/r),G(\mathbf r-\mathbf R)\rangle=\Phi''$. By (3) the $\mathrm P$ part is
$$\Phi''+\tfrac{4\pi}3G(R)=\Phi''-\tfrac13\Big(\Phi''+\frac{2\Phi'}R\Big)=\tfrac23\Big(\Phi''-\frac{\Phi'}R\Big).$$
The Gaussian at $-\mathbf R$ gives the same, and the centred one gives zero because $T_{zz}$ has zero angular mean. For the triplet, $\rho_-$, with $\Phi'=-0.059624$ bohr$^{-2}$ and $\Phi''=0.024645$ bohr$^{-3}$,
$$t=\frac{\tfrac23(0.024645+0.059624/4)}{1-0.018316}=0.02686\ \text{bohr}^{-3},$$
$$D=-\tfrac34(5.325135\times10^{-5})(0.02686)=-1.073\times10^{-6}\ \text{hartree}=-0.235\ \text{cm}^{-1}.$$
The levels are $D/3=-3.58\times10^{-7}$ hartree for $M=\pm1$ and $-2D/3=7.15\times10^{-7}$ hartree for $M=0$. For $\beta R^2\gg1$, $\Phi\to1/R$ and $w\to0$, so $t\to\tfrac23(2/R^3+1/R^3)=2/R^3$, the point value. At $R=4$ bohr that value is $0.03125$ bohr$^{-3}$, which gives $D=-1.248\times10^{-6}$ hartree $=-0.274$ cm$^{-1}$; the extended pair has $0.86$ of it.

For the singlet $G(\pm\mathbf R)=wG(0)$ gives
$$\rho_+(0)=\frac{2w\,(\beta/\pi)^{3/2}}{1+w}=\frac{2(0.018316)(0.25/\pi)^{3/2}}{1+0.018316}=8.075\times10^{-4}\ \text{bohr}^{-3},$$
$$E_{\rm c}=2\pi(5.325135\times10^{-5})(8.075\times10^{-4})=2.70\times10^{-7}\ \text{hartree}=0.059\ \text{cm}^{-1}.$$
In this model, for $\beta R^2\gg1$, the singlet shift falls as $e^{-\beta R^2}$ with separation, while the triplet splitting falls as $R^{-3}$. At $R=4$ bohr the program tests the values of $D$ and $E_{\rm c}$ against the momentum-space operator of part (f), integrated over the transform of $\rho_\pm$.

## Computed results

```
alpha = 7.297352564e-03, alpha^2 = 5.325135e-05
1 hartree = 219474.63 cm^-1; (g/2)^2 = 1.002321
test f = exp(-(x-c).A.(x-c)), A = [[1.0, 0.3, 0.1], [0.3, 0.7, -0.2], [0.1, -0.2, 1.4]]
  c = [0.4, -0.3, 0.5]  f(0) = 0.548263
  zz: definition = -2.025296, P part = 0.271263
  xy: definition = -0.848089, P part = -0.848089
  (definition - P)_zz/f(0) = -4.188790, -4pi/3 = -4.188790
  trace/f(0) = -12.566371, -4pi = -12.566371
  2:1 spheroid: L_zz = 0.17356, cut integral zz = -0.8295
  contact coefficient, current dipole = 8.377580, 8pi/3 = 8.377580
  contact coefficient, charge dipole  = -4.188790
Breit spin part with exact spinors: relative deviation = 5.1e-05
eigenvalues of s1.s2 - 3 s1z s2z: [-0.5, -0.5, 0.0, 1.0]
He Slater exponent zeta = 1.6875 bohr^-1, zeta^3 = 4.80542 bohr^-3
He Slater product: E = -2.847656 Eh, <delta> = 0.19120 bohr^-3
  contact shift = 6.3974e-05 Eh = 14.041 cm^-1
He HF/cc-pvtz: E = -2.861153 Eh, <delta> = 0.19056 bohr^-3
  contact shift = 6.3760e-05 Eh = 13.994 cm^-1
He FCI/cc-pvtz: E = -2.900232 Eh, <delta> = 0.13201 bohr^-3
  contact shift = 4.4171e-05 Eh = 9.694 cm^-1
He HF/cc-pvqz: E = -2.861514 Eh, <delta> = 0.19059 bohr^-3
  contact shift = 6.3770e-05 Eh = 13.996 cm^-1
He FCI/cc-pvqz: E = -2.902411 Eh, <delta> = 0.12465 bohr^-3
  contact shift = 4.1705e-05 Eh = 9.153 cm^-1
model: beta = 0.25 bohr^-2, R = 4.0 bohr
  overlap S = 0.135335, exp(-beta R^2) = 0.018316
  Phi' = -0.059624 bohr^-2, Phi'' = 0.024645 bohr^-3
  triplet t = 0.026860 bohr^-3, point value 2/R^3 = 0.031250 bohr^-3
  D = -1.0727e-06 Eh = -0.2354 cm^-1
  D point = -1.2481e-06 Eh = -0.2739 cm^-1, ratio = 0.8595
  triplet E(M=+-1) = -3.5758e-07 Eh, E(M=0) = 7.1515e-07 Eh
  singlet rho(0) = 8.0752e-04 bohr^-3
  singlet contact shift = 2.7019e-07 Eh = 0.0593 cm^-1
```
